# Leakage Lifetimes of Inversion Levels from Exterior Complex Scaling

An inversion level that can tunnel through the oxide into the gate has a complex energy
\[
E=E_r-\tfrac{i}{2}\Gamma ,\qquad \tau=\hbar/\Gamma .
\]
This \(E\) is an ordinary matrix eigenvalue if the coordinate is bent into the complex plane by an angle \(\theta\) inside the gate. It does not depend on \(\theta\) when the scaled region is long and well resolved and the bend lies beyond the oxide. For the model below, with a 10 Å oxide, the lowest level has \(E_r=0.1665\) eV, \(\Gamma=1.435\times10^{-7}\) eV and \(\tau=4.59\times10^{-9}\) s. Five angles between 0.3 and 0.7 rad give the same \(\Gamma\) to a relative \(1.5\times10^{-11}\). That agreement does not by itself prove \(\Gamma\) correct: a coarse mesh gives equally good agreement on a value wrong by more than a factor of two.

## The model

The algebra uses \(\hbar=m_e=e=1\). The electron has zero wavevector parallel to the interface and obeys
\[
-\frac{d}{dx}\frac{1}{2m}\frac{d\psi}{dx}+V\psi=E\psi ,
\]
with \(\psi\) and \(\psi'/m\) continuous. The potential is
\[
V=\begin{cases}-F_sx, & x<0\ \text{(well)}\\ \Phi-F_{ox}x, & 0<x<t\ \text{(oxide)}\\ V_g=-F_{ox}t, & x>t\ \text{(gate)}\end{cases}
\]
The round parameters are \(F_s=0.01\) eV/Å, \(F_{ox}=0.03\) eV/Å, \(\Phi=3\) eV, mass 0.9 in well and gate, and mass 0.5 in the oxide. For \(t=10\) Å, \(V_g=-0.3\) eV. Scattering, image forces, self-consistent charge and band structure are left out. The lifetime is that against tunnelling into empty gate states alone. In a real device scattering can empty an excited level by other routes, and the lifetime is not the time to breakdown of the oxide.

## Why the eigenvalues of a real box have no width

The direct approach puts a hard wall somewhere and diagonalizes. The Hamiltonian is then Hermitian and every eigenvalue is real. With the wall at \(x=t\) the lowest level comes out at 0.166509 eV, a good \(E_r\) with no width. With the wall out in the gate the eigenvalues are still real. If the wall is so far out that the box states lie closer together than \(\Gamma\), the level is spread over many of them; in a shorter box it stays mostly in one or a few.

What is missing is the outgoing condition \(\psi\propto e^{ikx}\) in the gate, with \(k^2=2m_g(E-V_g)\). Write \(k=a-ib\) with \(a>0\). The imaginary part of \(k^2\) is \(-2ab\), and that of \(2m_g(E-V_g)\) is \(-m_g\Gamma\), so \(b=m_g\Gamma/(2a)\) and
\[
|e^{ikx}|^2=e^{2bx}=e^{\Gamma x/v},\qquad v=a/m_g .
\]
The wave grows outwards. The physical reason is that the flux found at distance \(x\) left the well a time \(x/v\) earlier, when the well was fuller. Such a function cannot be normalized on the real axis, so no real box contains it.

## Bending the coordinate

The growth can be removed without touching the well. Choose \(x_0>t\) and set
\[
x(s)=\begin{cases}s, & s<x_0\\ x_0+(s-x_0)e^{i\theta}, & s>x_0 .\end{cases}
\]
Beyond \(x_0\) the outgoing wave has modulus proportional to \(\exp[-(s-x_0)\,\mathrm{Im}(ke^{i\theta})]\), where
\[
\mathrm{Im}(ke^{i\theta})=|k|\sin(\theta+\arg k).
\]
It decays if \(\theta>-\arg k\). Since \(\arg k=\tfrac12\arg(E-V_g)\approx-\Gamma/[4(E_r-V_g)]\), the threshold for the lowest level is \(1.435\times10^{-7}/(4\times0.4665)\approx8\times10^{-8}\) rad.

The upper limit \(\theta<\pi/2\) comes from a second case. If a level lies below the gate edge, then \(k=i|k|\) and \(\mathrm{Im}(ke^{i\theta})=|k|\cos\theta\). The state stays normalizable for \(\theta<\pi/2\), and its energy stays real: there is nothing to leak into. In the present model every well level lies above the gate edge, so this limit does not bind: by the formula above the outgoing wave of a narrow level keeps decaying for \(\theta\) up to about \(\pi\).

Independence from \(\theta\) now follows in one step. For \(s<x_0\) the equation is unchanged. For \(s>x_0\) the decaying solution is \(e^{ikx}\) at every allowed angle, so the exterior acts on the interior only through
\[
\left.\frac{1}{\psi}\frac{d\psi}{dx}\right|_{x_0}=ik(E). \tag{1}
\]
Neither the interior equation nor (1) contains \(\theta\), and so neither does \(E\).

The gate continuum does move. Its waves stay bounded on the bent path when \(ke^{i\theta}=p\) is real, which gives \(E=V_g+e^{-2i\theta}p^2/2m_g\), a ray at angle \(-2\theta\) that leaves the quasi-bound levels isolated.

For \(\theta=0.5\) rad the computed continuum points lie at angles between \(-0.9791\) and \(-0.9777\) rad, not at \(-1\). The finite box explains the difference. A gate standing wave vanishes at the outer end and, by extrapolation, a distance \(\delta\) inside the oxide. Near the gate edge the barrier at the interface is 3.0 eV high, and the wave decays into the oxide with constant \(\kappa\). Continuity of \(\psi'/m\) gives a gate-side slope \(\psi'/\psi=\kappa m_g/m_{ox}\), hence \(\delta=m_{ox}/(m_g\kappa)\) for small \(k\). The printed \(k=0.33196\) Å\(^{-1}\) at 0.4665 eV above the edge fixes \(\hbar^2/2m_g=0.4665/0.33196^2=4.233\) eV Å\(^2\). Then
\[
\kappa=\sqrt{\frac{3.0\times(0.5/0.9)}{4.233}}=0.63\ \text{Å}^{-1},\qquad \delta\approx0.9\ \text{Å}.
\]
With the bend 2 Å beyond the interface, the unscaled length is \(\ell\approx2.9\) Å. Quantization reads \(k(\ell+Re^{i\theta})=n\pi\), so
\[
\arg(E-V_g)=-2\arg(\ell+Re^{i\theta})\approx-2\theta+\frac{2\ell\sin\theta}{R}.
\]
For \(R=130\) Å this is \(-1+0.021=-0.979\) rad, as found.

## Where the bend may be placed

It is tempting to start scaling earlier, or to scale the whole axis. The abrupt interfaces forbid it here. If \(x_0=t-d\) lies inside the oxide, the mesh point \(s=t\), where the potential steps down, sits at \(x=x_0+de^{i\theta}\). The barrier has acquired a complex thickness, and this is a different problem at each angle. To leading semiclassical order, the part of the level energy that depends on the far side of the barrier carries the factor
\[
e^{-2\kappa de^{i\theta}}=e^{-2\kappa d\cos\theta}\,e^{-2i\kappa d\sin\theta},
\]
whose phase mixes real level shifts into the width.

With \(d=2\) Å, \(-2\,\mathrm{Im}E\) becomes \(-1.7\times10^{-8}\), \(-1.5\times10^{-7}\) and \(-3.2\times10^{-7}\) eV at 0.3, 0.5 and 0.7 rad. At these angles the sign is that of a growing state; at 0.2 rad the value is \(+4.1\times10^{-8}\) eV, a plausible sign on a wrong number. This fault is one that a change of angle does reveal. If the gate has band bending, \(x_0\) must lie where the potential beyond it can be continued analytically along the ray.

## Matrices that respect the bend

A finite-difference formula carried across \(x_0\) would miss the kink in \(u(s)=\psi(x(s))\). The weak form avoids this. Since \(d/dx=(1/x')\,d/ds\), with \(x'=dx/ds\), the equation is
\[
-\frac{1}{x'}\frac{d}{ds}\left(\frac{1}{2mx'}\frac{du}{ds}\right)+Vu=Eu .
\]
Multiply by \(v\,x'\), integrate, and integrate the first term by parts. The boundary terms \(-v\,u'/(2mx')\) vanish at the end walls, where \(v=0\). At the interfaces and at \(x_0\) they cancel between neighbours, because \(u'/(mx')=(d\psi/dx)/m\) is continuous. What remains is
\[
\int\left[\frac{u'v'}{2mx'}+Vuv\,x'\right]ds=E\int uv\,x'\,ds .
\]
With real basis functions and element edges at all the special points, this is \(Hu=EMu\) with complex symmetric \(H\) and \(M\). Matching conditions need no separate treatment.

The quotient \(u^THu/u^TMu\), without conjugation, is the right energy estimate. If \(u\) is replaced by \(u+\eta\), its first-order change is \(2\eta^T(Hu-EMu)/u^TMu=0\), where the symmetry of both matrices was used. An error in the vector therefore enters the energy in second order.

The closed-well levels now serve as starting values. Repeatedly solving \((H-\sigma M)u_{new}=Mu\) multiplies each eigenvector component by \(1/(E_j-\sigma)\). With \(\sigma\) placed 0.001 eV above the closed level and the next level about 0.130 eV from \(\sigma\), the unwanted part shrinks by roughly \(0.001/0.130\approx0.008\) per step.

## A tiny imaginary part beside a large real one

For thick oxides \(\Gamma\) approaches the rounding error of \(E_r\), and reading it from a complex eigenvalue looks unsafe. A second expression for the width comes from flux. Multiply the equation by \(\psi^*\) and subtract the complex conjugate. The potential drops out:
\[
-\frac12\frac{d}{dx}\left[\frac{\psi^*\psi'-\psi\psi^{*\prime}}{m}\right]=(E-E^*)|\psi|^2=-i\Gamma|\psi|^2 .
\]
The bracket equals \(2ij\), with \(j=\mathrm{Im}(\psi^*\psi')/m\), so \(dj/dx=\Gamma|\psi|^2\). Integrate from the substrate, where \(j=0\), to \(x_0\), where (1) gives \(j=\mathrm{Re}(k)|\psi|^2/m_g\):
\[
\Gamma=\frac{\mathrm{Re}\,k}{m_g}\,\frac{|\psi(x_0)|^2}{\int_{x<x_0}|\psi|^2dx}. \tag{2}
\]
No large numbers are subtracted here.

At \(t=30\) Å, where \(\Gamma=8.4\times10^{-17}\) eV, a general dense eigensolver misses the width by \(3.3\times10^{-15}\) eV in this run, about 40 times the width itself. The figure is rounding noise and changes severalfold with the angle and the basis. Formula (2) is correct to a relative \(6\times10^{-14}\). So, unexpectedly, is the imaginary part from inverse iteration, at \(4\times10^{-14}\). The calculation shows this accuracy but does not establish its cause. In this model (2) is thus a check on the eigenvalue more than a necessary replacement for it.

## How long the scaled region must be

The ray ends at a wall after a length \(R\), which reflects a little. The solution that vanishes there is
\[
\psi\propto e^{ik(x-x_0)}-q\,e^{-ik(x-x_0)},\qquad q=e^{2ikRe^{i\theta}},
\]
and its logarithmic derivative at \(x_0\) is
\[
\tilde\lambda=ik\,\frac{1+q}{1-q}\approx ik(1+2q).
\]
To find the energy shift, let \(\psi\) (energy \(E\), logarithmic derivative \(\lambda\)) and \(\tilde\psi\) (energy \(\tilde E\), logarithmic derivative \(\tilde\lambda\)) solve the interior equation. Multiply each equation by the other function, subtract and integrate up to \(x_0\):
\[
-\frac{\psi\tilde\psi\,(\lambda-\tilde\lambda)}{2m_g}\bigg|_{x_0}=(E-\tilde E)\int_{x<x_0}\psi\tilde\psi\,dx .
\]
To first order, with \(\delta E=\tilde E-E\),
\[
\delta E\approx-\frac{\psi(x_0)^2}{2m_g\int\psi^2dx}\,(2ikq).
\]
The dependence of \(k\) on energy adds \(i(m_g/k)\,\delta E\) to \(\tilde\lambda-\lambda\). By (2) this alters the result by a relative amount of order \(\Gamma/[4(E_r-V_g)]\), about \(10^{-7}\) here, and is dropped. In the well \(\psi\) is almost real up to a constant phase, so \(|\int\psi^2dx|\approx\int|\psi|^2dx\), and comparison with (2) gives
\[
|\delta E|\approx\Gamma|q|,\qquad |q|\approx e^{-2kR\sin\theta}. \tag{3}
\]
Because \(\delta\Gamma=-2\,\mathrm{Im}\,\delta E\), the relative error of \(\Gamma\) is at most about \(2|q|\). The truncation error scales with the width itself, so a narrow level needs no longer scaled region than a broad one with the same \(k\).

For \(R=20\) Å and \(\theta=0.3\) rad the exponent is \(2\times0.33196\times20\times0.2955=3.92\), so \(|q|=0.0198\); the measured \(|\delta E|/\Gamma\) is 0.0196. At 30 Å the two are 0.00278 and 0.00277. The 1% difference in the first case is of the order of the neglected higher powers of \(q\), which come both from expanding \(\tilde\lambda\) and from replacing \(\tilde\psi\) by \(\psi\).

At the working length of 130 Å the exponent is 25.5, and \(2|q|\approx1.7\times10^{-11}\) at the smallest angle. The observed spread of \(1.5\times10^{-11}\) over the five angles lies just within this bound, which suggests that it is mostly the truncation error at 0.3 rad.

## What the angle test cannot see

Discretize the interior badly. Its discrete equations then yield some wrong logarithmic derivative \(\lambda_h(E)\) at \(x_0\), while a good exterior mesh still supplies \(ik(E)\). The computed level solves \(\lambda_h(E)=ik(E)\), and no \(\theta\) appears in it. The error is as independent of the angle as the true answer.

Quadratic elements, 10 Å long in the well and 5 Å in the oxide, show this. The spread over the angles is again \(1.5\times10^{-11}\), yet \(\Gamma=3.29\times10^{-7}\) eV, an error of 129% relative to the correct value. Varying \(\theta\) tests the exterior: its length, its mesh and the place of the bend. The interior needs a test of its own, by refining the mesh or by an independent solution.

Here an independent solution exists. The linear potentials have Airy-function solutions: the one decaying into the substrate is carried through the oxide and matched to \(e^{ikx}\), which gives one complex equation for \(E\), solved with 40 digits. The tenth-order elements used above, at most 8 Å long in well and gate and 4 Å in the oxide, reproduce its widths for all three levels within the tested relative tolerance of \(10^{-5}\).

## Does \(\Gamma\) measure a decay?

A state \(\psi e^{-iEt'}\), with \(t'\) the time, has density proportional to \(e^{-\Gamma t'}\) everywhere, but it is not normalizable. A real electron starts in some normalizable state, so its decay deserves a direct check. For a 4 Å oxide the closed-well ground state is released into a real gate 700 Å long, with no complex scaling. Between \(5\times10^{-14}\) and \(3\times10^{-13}\) s the probability on the well side falls from 0.99029 to 0.94220. From the end points alone, with \(\hbar=\Gamma\tau=6.58\times10^{-16}\) eV s taken from the main result,
\[
\Gamma\approx\hbar\,\frac{\ln(0.99029/0.94220)}{2.5\times10^{-13}\ \text{s}}=1.31\times10^{-4}\ \text{eV}.
\]
A fit to the whole interval gives \(1.3086\times10^{-4}\) eV and complex scaling \(1.3092\times10^{-4}\) eV, a relative difference of \(4\times10^{-4}\); the test allows 1%. The agreement is limited to times before the wave returns from the end of the gate. Here \(\Gamma\) is about a thousandth of the level spacing and an even smaller fraction of \(E_r-V_g\); broader levels were not tested.

## Reading the lifetimes

At 10 Å the three lowest levels have widths of 1.43, 2.16 and 2.97 in units of \(10^{-7}\) eV, and lifetimes of 4.59, 3.05 and 2.21 ns. Part of the trend is the lower barrier seen by higher levels. With the mean barrier \(\Phi-0.15\ \text{eV}-E_r\), \(\kappa\) is 0.593 Å\(^{-1}\) for the first level and 0.566 Å\(^{-1}\) for the third. The factor \(e^{-2\kappa t}\) then grows by \(e^{0.54}\approx1.7\), against a computed ratio of 2.07. The rest belongs to the prefactor, which this estimate omits.

The oxide thickness matters far more. At fixed field the lowest level lives \(4.8\times10^{-10}\) s behind 8 Å and 7.9 s behind 30 Å. These are values for the round parameters, not for a real oxide: an oxide mass of 0.4 or 0.6 turns 7.9 s into 0.27 s or 170 s, and a barrier of 3.15 eV turns it into 23 s. Semiclassically \(\Gamma\propto\exp(-2\int_0^t\kappa\,dx)\), so the logarithmic slope is
\[
-\frac{d\ln\Gamma}{dt}\approx2\kappa(t)=2\sqrt{2m_{ox}(\Phi-F_{ox}t-E_r)} .
\]
This falls with \(t\), because each added layer lies at a lower point of the tilted barrier. At \(t=9\) Å it gives 1.16 Å\(^{-1}\), against 1.13 Å\(^{-1}\) from the computed widths at 8 and 10 Å. At 25 Å it gives 1.05 Å\(^{-1}\), against 1.03 Å\(^{-1}\) from those at 20 and 30 Å. The estimate explains the slope to a few per cent. It leaves out the prefactor, which the complex eigenvalue includes. The numerical output lists the widths for all thicknesses.

## Values computed for the example and the checks

```
well field 0.010 eV/A, oxide field 0.030 eV/A
barrier 3.00 eV, oxide thickness 10.0 A
masses (electron masses): well 0.9, oxide 0.5, gate 0.9
gate band edge -0.300 eV
substrate depth 120 A, kink 2 A into gate, scaled length 130 A, order 10
level 1: closed-well 0.166509 eV, Er 0.166509 eV
  Gamma: ECS 1.434626e-07, flux 1.434626e-07, Airy 1.434626e-07 eV
  lifetime 4.5880e-09 s
level 2: closed-well 0.297763 eV, Er 0.297763 eV
  Gamma: ECS 2.159263e-07, flux 2.159263e-07, Airy 2.159263e-07 eV
  lifetime 3.0483e-09 s
level 3: closed-well 0.405217 eV, Er 0.405216 eV
  Gamma: ECS 2.974331e-07, flux 2.974331e-07, Airy 2.974331e-07 eV
  lifetime 2.2130e-09 s
theta 0.3 rad: Er 0.166508663 eV, Gamma 1.43462626e-07 eV
theta 0.4 rad: Er 0.166508663 eV, Gamma 1.43462626e-07 eV
theta 0.5 rad: Er 0.166508663 eV, Gamma 1.43462626e-07 eV
theta 0.6 rad: Er 0.166508663 eV, Gamma 1.43462626e-07 eV
theta 0.7 rad: Er 0.166508663 eV, Gamma 1.43462626e-07 eV
relative spread of Gamma over angles 1.5e-11
within 1 eV of gate edge: 6 levels near real axis, 20 continuum points
continuum direction -0.9791 to -0.9777 rad, -2 theta = -1.0000 rad
gate wavenumber of level 1: 0.33196 per A
scaled length 20 A, theta 0.3: |dE|/Gamma 0.01957, |q| 0.01976
scaled length 30 A, theta 0.3: |dE|/Gamma 0.00277, |q| 0.00278
coarse inner mesh: spread 1.5e-11, Gamma 3.2884e-07 eV, relative error 1.292
kink 2 A inside oxide, -2 Im E (eV) at theta 0.3, 0.5, 0.7: -1.724e-08, -1.531e-07, -3.227e-07
oxide 8 A: Gamma 1.3660e-06 eV, lifetime 4.819e-10 s
oxide 10 A: Gamma 1.4346e-07 eV, lifetime 4.588e-09 s
oxide 12 A: Gamma 1.5354e-08 eV, lifetime 4.287e-08 s
oxide 15 A: Gamma 5.5939e-10 eV, lifetime 1.177e-06 s
oxide 20 A: Gamma 2.5194e-12 eV, lifetime 2.613e-04 s
oxide 30 A: Gamma 8.3776e-17 eV, lifetime 7.857e+00 s
oxide 30 A: Airy Gamma 8.3776e-17 eV, dense-solver error 3.3e-15 eV
  relative error: flux 6.4e-14, inverse iteration 4.2e-14
oxide 4 A, real gate 700 A, fit from 5.0e-14 to 3.0e-13 s
  inside probability 0.99029 to 0.94220
  decay rate times hbar 1.30864e-04 eV, ECS Gamma 1.30918e-04 eV
```
